# g Shifts and Hyperfine Coupling of Tetragonal d9 Copper: test program

```python
"""Result under test: d9 ion, hole in d(x2-y2), tetragonal field, first order in lam/gap:
  dg_par = -8 lam/gap_xy,  dg_perp = -2 lam/gap_xz
  A_par  = P(-kappa - 4/7 + dg_par + 3 dg_perp/7)
  A_perp = P(-kappa + 2/7 + 11 dg_perp/14)
lam: coupling in lam L.S (lam = -zeta for d9); gap_*: hole excitation energies;
P: dipolar hyperfine parameter; kappa: core-polarization parameter; dg = g - g_e.
The other side of the tests is a diagonalization in the space of all nine-electron
determinants, with orbital matrices obtained by quadrature on the unit sphere.
"""
import numpy as np
from scipy import constants as const

g_e = -const.physical_constants['electron g factor'][0]

# Quadrature on the sphere; the weights sum to one and are exact for these polynomials.
u, wu = np.polynomial.legendre.leggauss(8)
phi = 2 * np.pi * np.arange(16) / 16
U, PHI = np.meshgrid(u, phi, indexing='ij')
S = np.sqrt(1 - U**2)
r = np.stack([S * np.cos(PHI), S * np.sin(PHI), U], axis=-1).reshape(-1, 3)
w = np.repeat(wu / 2, 16) / 16

# Real d orbitals as quadratic forms r.Q.r, normalized numerically.
X2Y2, Z2, XY, XZ, YZ = range(5)
Q = np.zeros((5, 3, 3))
Q[X2Y2] = np.diag([1, -1, 0])
Q[Z2] = np.diag([-1, -1, 2])
for n, (i, j) in ((XY, (0, 1)), (XZ, (0, 2)), (YZ, (1, 2))):
    Q[n, i, j] = Q[n, j, i] = 1
psi = np.einsum('pi,nij,pj->np', r, Q, r)
norm = np.sqrt(psi**2 @ w)
Q /= norm[:, None, None]
psi /= norm[:, None]
grad = 2 * np.einsum('nij,pj->npi', Q, r)
l_psi = -1j * np.cross(r[None, :, :], grad)
L = np.einsum('p,mp,npk->kmn', w, psi, l_psi)
tensor = 3 * np.einsum('pi,pj->pij', r, r) - np.eye(3)
T = np.einsum('p,mp,np,pij->ijmn', w, psi, psi, tensor)
assert np.allclose(sum(L[k] @ L[k] for k in range(3)), 6 * np.eye(5))

# Matrix elements used in the perturbation treatment.
assert np.isclose(L[2, XY, X2Y2], 2j)
assert np.isclose(L[0, YZ, X2Y2], -1j) and np.isclose(L[1, XZ, X2Y2], -1j)
assert np.allclose(L[:, X2Y2, X2Y2], 0)
assert np.allclose(T[:, :, X2Y2, X2Y2], np.diag([2 / 7, 2 / 7, -4 / 7]))
assert np.isclose(T[1, 2, YZ, X2Y2], -3 / 7)
assert np.isclose(T[0, 2, XZ, X2Y2], 3 / 7)
assert np.isclose(T[0, 1, XY, X2Y2], 0)

# Field at the nucleus from the electron current of the m = 2 orbital (Biot-Savart),
# in units (mu0/4pi) 2 mu_B <r^-3>; the orbital hyperfine term requires -m.
psi_m2 = (psi[X2Y2] + 1j * psi[XY]) / np.sqrt(2)
grad_m2 = (grad[X2Y2] + 1j * grad[XY]) / np.sqrt(2)
flow = np.imag(psi_m2.conj()[:, None] * grad_m2)
field_orbital = w @ np.cross(-flow, -r)
assert np.allclose(field_orbital, [0, 0, -2])

# Dipole field as the numerical curl of the vector potential m x r / r^3.
moment, point, step = np.array([0.3, -0.5, 0.8]), np.array([0.9, 0.4, -0.7]), 1e-4
def vector_potential(x):
    return np.cross(moment, x) / np.linalg.norm(x)**3
D = np.array([(vector_potential(point + step * e) - vector_potential(point - step * e))
              / (2 * step) for e in np.eye(3)])
curl = np.array([D[1, 2] - D[2, 1], D[2, 0] - D[0, 2], D[0, 1] - D[1, 0]])
dist = np.linalg.norm(point)
unit = point / dist
assert np.allclose(curl, (3 * unit * (unit @ moment) - moment) / dist**3, atol=1e-6)

# One-electron operators in the ten spin orbitals.
spin = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]]) / 2
l1 = [np.kron(L[k], np.eye(2)) for k in range(3)]
s1 = [np.kron(np.eye(5), spin[k]) for k in range(3)]
d1 = [sum(np.kron(T[i, j], spin[i]) for i in range(3)) for j in range(3)]

def nine_electron(op):
    """Matrix of sum_ab op_ab a+_a a_b over determinants labelled by the empty orbital."""
    M = np.zeros((10, 10), complex)
    for hole in range(10):
        occ = [k for k in range(10) if k != hole]
        for b in occ:
            M[hole, hole] += op[b, b]
            rest = [k for k in occ if k != b]
            sign = (-1)**(occ.index(b) + sum(k < hole for k in rest))
            M[b, hole] += sign * op[hole, b]
    return M

L9, S9, D9 = ([nine_electron(o) for o in ops] for ops in (l1, s1, d1))
SO9 = nine_electron(sum(l1[k] @ s1[k] for k in range(3)))

def doublet(lam, levels, orb=1.0, dip=1.0, kappa=0.0):
    """g values and A/P (x, y, z) of the lowest doublet; levels are electron energies."""
    H = nine_electron(np.kron(np.diag(levels), np.eye(2))) - lam * SO9
    V = np.linalg.eigh(H)[1][:, :2]
    g, a = [], []
    for k in range(3):
        G = V.conj().T @ (L9[k] + g_e * S9[k]) @ V
        N = V.conj().T @ (orb * L9[k] + dip * D9[k] - kappa * S9[k]) @ V
        GG = np.trace(G @ G).real
        g.append(np.sqrt(2 * GG))
        a.append(g[-1] * np.trace(N @ G).real / GG)
    return np.array(g), np.array(a)

# Round model parameters (energies in cm^-1, P in MHz).
lam, gap_xy, gap_xz, gap_z2 = -600.0, 15000.0, 20000.0, 12000.0
P, kappa = 1000.0, 0.4
levels = [0, -gap_z2, -gap_xy, -gap_xz, -gap_xz]

def slopes(level_list, **parts):
    h = 5.0
    gp, ap = doublet(h, level_list, **parts)
    gm, am = doublet(-h, level_list, **parts)
    return (gp - gm) / (2 * h), (ap - am) / (2 * h)

# First-order slopes in lam, whole and by parts.
dg_slope, orbital_slope = slopes(levels, orb=1, dip=0)
_, dipolar_slope = slopes(levels, orb=0, dip=1)
_, contact_slope = slopes(levels, orb=0, dip=0, kappa=kappa)
g_rule = np.array([-2 / gap_xz, -2 / gap_xz, -8 / gap_xy])
d_rule = np.array([3 / (7 * gap_xz), 3 / (7 * gap_xz), -6 / (7 * gap_xz)])
assert np.allclose(dg_slope, g_rule, rtol=1e-4, atol=0)
assert np.allclose(orbital_slope, g_rule, rtol=1e-3, atol=0)
assert np.allclose(dipolar_slope, d_rule, rtol=1e-3, atol=0)
assert np.all(np.abs(contact_slope) < 1e-8)

def first_order(lam_value):
    gpar, gperp = -8 * lam_value / gap_xy, -2 * lam_value / gap_xz
    apar = -kappa - 4 / 7 + gpar + 3 * gperp / 7
    aperp = -kappa + 2 / 7 + 11 * gperp / 14
    return np.array([g_e + gpar, g_e + gperp, apar, aperp])

def full(lam_value, orb=1.0):
    g, a = doublet(lam_value, levels, orb=orb, kappa=kappa)
    assert np.isclose(g[0], g[1]) and np.isclose(a[0], a[1])
    return np.array([g[2], g[0], a[2], a[0]])

# The remainder must be of second order in lam/gap.
for scale in (1.0, 0.5, 0.1, 0.02):
    small = scale * lam / gap_xy
    assert np.all(np.abs(full(scale * lam) - first_order(scale * lam)) < 20 * small**2)

# A hole in d(z2) has other first-order shifts.
levels_z2 = [-gap_z2, 0, -gap_xy, -gap_xz, -gap_xz]
z2_slope, _ = slopes(levels_z2)
assert abs(z2_slope[2]) < 1e-7
assert np.allclose(z2_slope[:2], -6 / gap_xz, rtol=1e-3, atol=0)

approx, exact = first_order(lam), full(lam)
dgpar, dgperp = approx[0] - g_e, approx[1] - g_e
iso = (approx[2] + 2 * approx[3]) / 3
assert np.isclose(iso, -kappa + (dgpar + 2 * dgperp) / 3)
to_wn = 1e6 / (100 * const.c) * 1e4
orb_change = P * (full(lam, orb=2 / g_e)[2] - exact[2])

print(f"lambda = {lam:.0f} cm^-1")
print(f"gap to d(xy), Delta_1 = {gap_xy:.0f} cm^-1")
print(f"gap to d(xz),d(yz), Delta_2 = {gap_xz:.0f} cm^-1")
print(f"gap to d(z2) = {gap_z2:.0f} cm^-1")
print(f"P = {P:.0f} MHz, kappa = {kappa:.1f} (no unit)")
print(f"g_e = {g_e:.5f} (no unit)")
print(f"<xy|L_z|0> = {L[2, XY, X2Y2].imag:.4f} i (hbar)")
print(f"<yz|L_x|0> = {L[0, YZ, X2Y2].imag:.4f} i (hbar)")
print(f"<xz|L_y|0> = {L[1, XZ, X2Y2].imag:.4f} i (hbar)")
print(f"<0|T_zz|0> = {T[2, 2, X2Y2, X2Y2]:.5f} (no unit)")
print(f"<0|T_xx|0> = {T[0, 0, X2Y2, X2Y2]:.5f} (no unit)")
print(f"<yz|T_yz|0> = {T[1, 2, YZ, X2Y2]:.5f} (no unit)")
print(f"<xz|T_xz|0> = {T[0, 2, XZ, X2Y2]:.5f} (no unit)")
print(f"slope dg_par/dlambda * Delta_1, full = {dg_slope[2] * gap_xy:.4f}")
print(f"slope dg_perp/dlambda * Delta_2, full = {dg_slope[0] * gap_xz:.4f}")
print(f"dipolar slope of A_par/P * Delta_2, full = {dipolar_slope[2] * gap_xz:.4f}")
print(f"dipolar slope of A_perp/P * Delta_2, full = {dipolar_slope[0] * gap_xz:.4f}")
print(f"d(z2) hole: slope of g_perp * Delta_2 = {z2_slope[0] * gap_xz:.4f}")
print(f"Delta g_par, first order = {dgpar:.4f}")
print(f"Delta g_perp, first order = {dgperp:.4f}")
print(f"g_par: first order {approx[0]:.4f}, full {exact[0]:.4f}")
print(f"g_perp: first order {approx[1]:.4f}, full {exact[1]:.4f}")
print(f"A_par part, contact = {-P * kappa:.1f} MHz")
print(f"A_par part, dipolar first order = {-P * 4 / 7:.1f} MHz")
print(f"A_par part, orbital = {P * dgpar:.1f} MHz")
print(f"A_par part, dipolar cross term = {P * 3 * dgperp / 7:.1f} MHz")
print(f"A_perp part, dipolar first order = {P * 2 / 7:.1f} MHz")
print(f"A_perp part, orbital = {P * dgperp:.1f} MHz")
print(f"A_perp part, dipolar cross term = {-P * 3 * dgperp / 14:.1f} MHz")
print(f"A_par: first order {P * approx[2]:.1f} MHz, full {P * exact[2]:.1f} MHz")
print(f"A_perp: first order {P * approx[3]:.1f} MHz, full {P * exact[3]:.1f} MHz")
print(f"A_iso, first order = {P * iso:.1f} MHz")
print(f"A_par, first order = {P * approx[2] * to_wn:.1f} x 10^-4 cm^-1")
print(f"A_perp, first order = {P * approx[3] * to_wn:.1f} x 10^-4 cm^-1")
print(f"change of full A_par when 2/g_e is kept = {orb_change:.2f} MHz")
half_error = full(lam / 2) - first_order(lam / 2)
print(f"error of g_par at lambda/2 = {half_error[0]:.5f}, at lambda = {exact[0] - approx[0]:.5f}")
print(f"error of A_par at lambda/2 = {P * half_error[2]:.2f} MHz, "
      f"at lambda = {P * (exact[2] - approx[2]):.2f} MHz")
print("PASS")
```

Printed output:

```
lambda = -600 cm^-1
gap to d(xy), Delta_1 = 15000 cm^-1
gap to d(xz),d(yz), Delta_2 = 20000 cm^-1
gap to d(z2) = 12000 cm^-1
P = 1000 MHz, kappa = 0.4 (no unit)
g_e = 2.00232 (no unit)
<xy|L_z|0> = 2.0000 i (hbar)
<yz|L_x|0> = -1.0000 i (hbar)
<xz|L_y|0> = -1.0000 i (hbar)
<0|T_zz|0> = -0.57143 (no unit)
<0|T_xx|0> = 0.28571 (no unit)
<yz|T_yz|0> = -0.42857 (no unit)
<xz|T_xz|0> = 0.42857 (no unit)
slope dg_par/dlambda * Delta_1, full = -8.0000
slope dg_perp/dlambda * Delta_2, full = -2.0000
dipolar slope of A_par/P * Delta_2, full = -0.8571
dipolar slope of A_perp/P * Delta_2, full = 0.4286
d(z2) hole: slope of g_perp * Delta_2 = -6.0000
Delta g_par, first order = 0.3200
Delta g_perp, first order = 0.0600
g_par: first order 2.3223, full 2.3138
g_perp: first order 2.0623, full 2.0559
A_par part, contact = -400.0 MHz
A_par part, dipolar first order = -571.4 MHz
A_par part, orbital = 320.0 MHz
A_par part, dipolar cross term = 25.7 MHz
A_perp part, dipolar first order = 285.7 MHz
A_perp part, orbital = 60.0 MHz
A_perp part, dipolar cross term = -12.9 MHz
A_par: first order -625.7 MHz, full -633.8 MHz
A_perp: first order -67.1 MHz, full -66.3 MHz
A_iso, first order = -253.3 MHz
A_par, first order = -208.7 x 10^-4 cm^-1
A_perp, first order = -22.4 x 10^-4 cm^-1
change of full A_par when 2/g_e is kept = -0.36 MHz
error of g_par at lambda/2 = -0.00201, at lambda = -0.00853
error of A_par at lambda/2 = -1.87 MHz, at lambda = -8.07 MHz
PASS
```
